# Joule Heating and the Apparent Current Exponent in Black's Law

## 1. Result

Black's law gives the median electromigration life of a metal line as

\[
t = A\,j^{-n}\exp\!\left(\frac{E}{kT}\right),
\]

where \(j\) is the current density, \(n\) the current exponent, \(E\) the activation energy, \(k\) Boltzmann's constant and \(T\) the absolute temperature of the line. Suppose that the surroundings are held at a fixed temperature \(T_0\) and that the current heats the line by \(D=cj^2\), so that \(T=T_0+D\). The slope of a log-log plot of life against current then gives, not \(n\), but

\[
m \equiv -\left.\frac{d\ln t}{d\ln j}\right|_{T_0} = n+\frac{2ED}{kT^2}. \tag{1}
\]

Here \(D\) is the rise at the current where the slope is taken, and \(T\) is the line temperature at that current, not the ambient. The quantities \(A\), \(n\), \(E\) and \(c\) are taken to be independent of \(j\) and \(T\); Sections 7 and 8 relax this. With \(E\) in eV, \(k=8.6173\times10^{-5}\) eV/K.

For a wide copper line on a low-k dielectric, with the values of Section 4, a true exponent of 1 appears as about 2.6.

## 2. Why the rise is quadratic in current

Consider a wide line of thickness \(h\) and resistivity \(\rho\), lying on a dielectric of thickness \(b\) and thermal conductivity \(K\). The substrate below is held at \(T_0\), and no heat leaves through the top. If the line is much wider than \(b\), heat flows almost straight down.

The current produces heat at the rate \(j^2\rho\) per unit volume, hence \(j^2\rho h\) per unit area of line. In the steady state all of it crosses the dielectric. There is no source inside the dielectric, so the flux there is uniform and the temperature falls linearly, by \(D\) over the distance \(b\). Fourier's law gives

\[
j^2\rho h = K\frac{D}{b}
\quad\Longrightarrow\quad
D = \frac{\rho h b}{K}\,j^2,
\qquad c=\frac{\rho h b}{K}. \tag{2}
\]

A dielectric of low thermal conductivity therefore raises \(c\) in inverse proportion to \(K\), if geometry and resistivity are held fixed.

Equation (2) treats the copper as isothermal. At height \(z\) above the bottom of the copper, the downward flux is the heat produced above that height, \(j^2\rho(h-z)\). With copper conductivity \(K_{\rm Cu}\), the difference between top and bottom is

\[
\int_0^h \frac{j^2\rho(h-z)}{K_{\rm Cu}}\,dz=\frac{j^2\rho h^2}{2K_{\rm Cu}}.
\]

For the line of Section 4, with \(K_{\rm Cu}=370\) W/m/K, this is 0.011 K, negligible beside a rise of tens of kelvin.

The quadratic law does not depend on straight downward flow. If all conductivities and the resistivity are independent of temperature, the heat equation is linear in its source, and the source is proportional to \(j^2\). Any geometry then gives \(D=cj^2\), with its own \(c\).

## 3. Derivation of the apparent exponent

The logarithm of Black's law is

\[
\ln t=\ln A-n\ln j+\frac{E}{kT}.
\]

Differentiate with respect to \(\ln j\) at fixed \(T_0\). The first term is constant and the second gives \(-n\). The third depends on current through \(T\):

\[
\frac{d}{d\ln j}\left(\frac{E}{kT}\right)
=-\frac{E}{kT^2}\frac{dT}{d\ln j}
=-\frac{E}{kT^2}\frac{dD}{d\ln j},
\]

because \(T_0\) is fixed. Since \(d/d\ln j=j\,d/dj\),

\[
\frac{dD}{d\ln j}=j\,(2cj)=2cj^2=2D.
\]

Collecting terms,

\[
\frac{d\ln t}{d\ln j}=-n-\frac{2ED}{kT^2},
\]

and the sign in the definition of \(m\) turns this into (1).

The two terms are two ways in which current shortens life. One is the explicit dependence \(j^{-n}\). The other is thermal: a 1% increase in current raises \(D\) by 2%, and the hotter line fails sooner. A plot against current at fixed oven temperature adds the two. If the oven is instead turned down at each higher current so that \(T\) stays constant, the thermal term vanishes and the slope is \(n\).

**Small heating.** For \(D\ll T_0\), replacing \(T\) by \(T_0\) gives, to leading order,

\[
m-n\simeq\frac{2ED}{kT_0^2}=\frac{2Ec}{kT_0^2}\,j^2 .
\]

Because \(T>T_0\), this expression is always larger than the true excess. To keep the excess below a chosen \(\delta\) it is therefore sufficient that

\[
D<\delta\,\frac{kT_0^2}{2E}. \tag{3}
\]

The scale on the right is small, since \(kT_0\) is much smaller than \(E\). A rise that is slight compared with \(T_0\) can still change the exponent strongly.

## 4. A copper line on low-k dielectric and on oxide

Take round values, roughly typical of a wide copper power line under accelerated test:

- \(n=1\), \(E=0.90\) eV, \(T_0=573.15\) K (300 °C), \(j=3.0\) MA/cm²;
- resistivity 3.6 µΩ cm, line width 5.0 µm, line thickness 0.5 µm;
- dielectric thickness 0.5 µm, with \(K=0.3\) W/m/K for the low-k material and 1.2 W/m/K for silicon oxide.

In SI units \(j=3.0\times10^{10}\) A/m² and \(\rho=3.6\times10^{-8}\) Ω m. The heat source is

\[
j^2\rho=(3.0\times10^{10})^2(3.6\times10^{-8})=3.24\times10^{13}\ \text{W/m}^3 .
\]

For the low-k dielectric, (2) gives

\[
D=\frac{(3.24\times10^{13})(0.5\times10^{-6})(0.5\times10^{-6})}{0.3}=27.0\ \text{K},
\]

so \(c=27.0/3.0^2=3.0\) K/(MA/cm²)² and \(T=600.15\) K. Then

\[
m-n=\frac{2(0.90)(27.0)}{(8.6173\times10^{-5})(600.15)^2}
=\frac{48.6}{31.04}=1.57,
\qquad m=2.57 .
\]

A rise of less than 5% of the absolute temperature has more than doubled the exponent. Using \(T_0\) in place of \(T\) in the denominator would give \(m=2.72\), an excess about 10% larger than the correct one.

Now replace the low-k material by oxide, holding current, geometry, ambient, \(n\) and \(E\) fixed. The conductivity is four times larger, so \(D=6.75\) K, \(T=579.90\) K and \(m=1.42\). The excess falls by a factor of about 3.7 rather than 4, because \(T^2\) in the denominator also falls.

Condition (3) shows how little heating is allowed if \(n\) is to be read directly from the plot. Here \(kT_0^2/(2E)=15.7\) K, so an excess below 0.1 is assured if \(D\) is below 1.57 K. On the low-k dielectric this means a current density below about 0.7 MA/cm².

## 5. The plot is curved

Equation (1) is a local slope. Since \(D\) changes with current, \(m\) does too, and life is no longer a pure power of \(j\). To find the curvature, differentiate the excess with respect to \(D\):

\[
\frac{d}{dD}\left[\frac{D}{(T_0+D)^2}\right]
=\frac{(T_0+D)^2-2D(T_0+D)}{(T_0+D)^4}
=\frac{T_0-D}{T^3}.
\]

Multiplying by \(2E/k\) and by \(dD/d\ln j=2D\),

\[
\frac{dm}{d\ln j}=\frac{4ED(T_0-D)}{kT^3}. \tag{4}
\]

For \(0<D<T_0\) this is positive: the apparent exponent grows with current. As \(d^2\ln t/d(\ln j)^2=-dm/d\ln j\), the plot of \(\ln t\) against \(\ln j\) is concave and bends downward at high current.

At \(D=T_0\) the excess reaches its greatest value,

\[
\frac{2ET_0}{k(2T_0)^2}=\frac{E}{2kT_0},
\]

which is 9.11 for the present numbers. This limit belongs to the formula and not to a usable line: it would require a rise of 573 K, where the assumption of constant parameters has long since failed. Its use is to show that, throughout the practical range, more heating means a larger apparent exponent.

**Two test currents.** An experiment compares lives at separate currents. Let \(j_1<j_2\), with rises \(D_1,D_2\) and line temperatures \(T_1,T_2\). The measured exponent is

\[
m_{12}=-\frac{\ln t_2-\ln t_1}{\ln(j_2/j_1)} .
\]

From Black's law,

\[
\ln t_2-\ln t_1=-n\ln\frac{j_2}{j_1}+\frac{E}{k}\left(\frac1{T_2}-\frac1{T_1}\right).
\]

Since \(1/T_1-1/T_2=(T_2-T_1)/(T_1T_2)\) and \(T_2-T_1=D_2-D_1\),

\[
m_{12}=n+\frac{E(D_2-D_1)}{kT_1T_2\ln(j_2/j_1)}. \tag{5}
\]

This is the average of \(m\) over \(\ln j\) between the two currents, because the integral of a slope is the total change. When \(j_2\) approaches \(j_1\), \((D_2-D_1)/\ln(j_2/j_1)\) tends to \(dD/d\ln j=2D\), and (5) returns to (1).

For tests at 2.0 and 3.0 MA/cm² on the low-k line, \(D_1=12.0\) K and \(T_1=585.15\) K. Hence

\[
m_{12}=1+\frac{0.90\,(27.0-12.0)}{(8.6173\times10^{-5})(585.15)(600.15)\ln 1.5}=2.10 .
\]

An exponent near 2 might be taken as evidence for a failure mechanism with \(n=2\). In this model the true exponent is 1, and the rest is heating.

## 6. What this does to extrapolated life

Let the life be measured at a stress current \(j_s\) and extrapolated to a lower current \(j_u\), at the same ambient, with a fitted exponent \(M\). The predicted and true gains in life are

\[
G_{\rm pred}=\left(\frac{j_s}{j_u}\right)^M,\qquad
G_{\rm true}=\left(\frac{j_s}{j_u}\right)^n
\exp\!\left[\frac Ek\left(\frac1{T_u}-\frac1{T_s}\right)\right].
\]

Their ratio is

\[
\frac{G_{\rm pred}}{G_{\rm true}}
=\exp\!\left[(M-n)\ln\frac{j_s}{j_u}
-\frac Ek\left(\frac1{T_u}-\frac1{T_s}\right)\right]. \tag{6}
\]

The first term in the exponent is the false gain from the inflated exponent. The second is the real gain because the line runs cooler at \(j_u\). For the tangent at \(j_s\), the first term wins whenever \(D<T_0\) at the stress current: a concave curve lies below its tangents. It also lies below the extension of a chord, so a two-current fit overestimates the life at any current below both test currents.

Take \(j_s=3.0\) and \(j_u=0.3\) MA/cm², with the ambient still at 300 °C. At the lower current \(D=0.27\) K and \(T_u=573.42\) K. The thermal factor in the true gain is

\[
\exp\!\left[\frac{0.90}{8.6173\times10^{-5}}
\left(\frac1{573.42}-\frac1{600.15}\right)\right]=e^{0.811}=2.25,
\]

so the life truly increases by \(10\times2.25=22.5\) times. The two-current exponent predicts 126 times, too long by a factor of 5.6. The local exponent at 3.0 MA/cm² predicts 368 times, too long by a factor of 16.4.

**Correcting the data.** The remedy is to refer each life to one common line temperature \(T_r\) before fitting the current exponent:

\[
t^*=t\exp\!\left[-\frac Ek\left(\frac1T-\frac1{T_r}\right)\right]
=A\,j^{-n}\exp\!\left(\frac{E}{kT_r}\right).
\]

The slope of \(\ln t^*\) is \(-n\). This requires the line temperature at every test current, and also \(E\). If a wrong value \(E'\) is used, a factor \(\exp[(E-E')/(kT)]\) remains, and the derivation of Section 3 applies to it:

\[
m^*=n+\frac{2(E-E')D}{kT^2}.
\]

A value 0.1 eV too low leaves one ninth of the original excess, about 0.17 at 3.0 MA/cm² on the low-k line. A value 0.1 eV too high overcorrects, and puts the fitted exponent below \(n\) by the same amount.

## 7. Resistance that rises with temperature

The resistivity of copper increases as it warms. Write \(\rho=\rho_0(1+aD)\), where \(\rho_0\) and the coefficient \(a\) refer to the ambient temperature \(T_0\). With \(x=cj^2\) as the rise without feedback, the heat balance becomes

\[
D=x(1+aD)\quad\Longrightarrow\quad D=\frac{x}{1-ax}.
\]

A steady solution exists only for \(ax<1\). To find the slope, differentiate the first form, using \(dx/d\ln j=2x\):

\[
\frac{dD}{d\ln j}=2x(1+aD)+xa\frac{dD}{d\ln j}.
\]

The first term on the right is \(2D\). Moving the last term to the left gives

\[
\frac{dD}{d\ln j}=\frac{2D}{1-ax}.
\]

Also \(1+aD=1+ax/(1-ax)=1/(1-ax)\), so

\[
\frac{dD}{d\ln j}=2D(1+aD),\qquad
m=n+\frac{2ED(1+aD)}{kT^2}. \tag{7}
\]

Here \(D\) is the actual rise, feedback included. Feedback thus acts twice: it raises \(D\), and it makes \(D\) grow faster than \(j^2\). Equation (1) is recovered when \(aD\ll1\).

With \(a=0.0019\) K⁻¹ and \(x=27.0\) K, the rise becomes \(27.0/(1-0.0513)=28.5\) K, and the exponent goes from 2.57 to 2.73.

## 8. Other departures from the simple model

**Sideways heat flow.** Let the heat leaving unit length of line be \(KSD\), where \(S\) is a dimensionless shape factor. Straight downward flow gives \(S=\text{width}/b=10\). A two-dimensional conduction calculation, with dielectric below and beside the line and an insulated surface level with its top, gives \(S\approx12.1\). The heat per unit length is 81 W/m, so

\[
D=\frac{81}{0.3\times12.1}\approx22.3\ \text{K},
\]

which is 17% below the one-dimensional value. A real line is usually buried, and heat from its top face can also flow around it to the substrate. With 0.5 to 5 µm of the same dielectric above the line, \(S\) rises to between 12.6 and 13.5, and \(D\) falls to between 21.5 and 20.0 K.

**Heating of the silicon.** The substrate is not perfectly isothermal. As a rough estimate, let the heat per unit length \(P\) spread through half-cylinders, from a radius of half the line width to a radius equal to the wafer thickness of 700 µm. The flux at radius \(r\) is \(P/(\pi r)\), and integration gives

\[
\Delta T=\frac{P}{\pi K_{\rm Si}}\ln\frac{700}{2.5}
=\frac{81}{\pi(65)}\ln 280\approx2.2\ \text{K},
\]

with \(K_{\rm Si}=65\) W/m/K. This is added to the rise across the dielectric. The estimate is somewhat low: a uniformly heated strip 1000 µm long, on a slab with a cold back, is about 2.6 K warmer at its centre. Using that value would raise the combined exponent given below by about 0.02.

These two effects change \(c\) but leave the rise quadratic in current. Combined with resistance feedback, they give \(D\approx25.8\) K and \(m\approx2.57\). The near agreement with Section 4 is a cancellation: \(D\) is smaller, but the factor \(1+aD\approx1.05\) makes up for it. The agreement is this close only for the uncovered line; with 0.5 to 5 µm of dielectric above it, the combined exponent is between 2.52 and 2.42.

**Cooling at the ends.** Let \(\theta(s)\) be the local rise at distance \(s\) along the line. Per unit width, conduction along the copper and loss through the dielectric balance the source:

\[
K_{\rm Cu}h\frac{d^2\theta}{ds^2}-\frac{K}{b}\theta+j^2\rho h=0 .
\]

Departures from the uniform solution vary as \(e^{\pm s/\lambda}\), with \(\lambda=\sqrt{K_{\rm Cu}hb/K}=17.6\) µm. In a line 1000 µm long, most of the length has the full rise. If the failure occurs within a few \(\lambda\) of a cooled end, however, the temperature that belongs in Black's law is the lower one at that place.

**A temperature factor in the life.** If the law contains an extra factor \(T\), so that \(t\propto T\,j^{-n}e^{E/kT}\), then \(\ln t\) gains a term \(\ln T\). Its contribution to \(m\) is

\[
-\frac{d\ln T}{d\ln j}=-\frac{2D}{T}=-0.09 .
\]

**A threshold current.** Mechanical back stress can stop electromigration below a current density \(j_c\). If \(j^{-n}\) is replaced by \((j-j_c)^{-n}\), the explicit part of the exponent becomes

\[
\frac{nj}{j-j_c}=n+\frac{nj_c}{j-j_c}.
\]

For a threshold product of current density and length of 3000 A/cm, a line of 0.1 cm has \(j_c=0.03\) MA/cm². The shift is 0.01 at 3.0 MA/cm², but \(0.03/0.27=0.11\) at 0.3 MA/cm². Unlike Joule heating, the threshold matters more as the current is reduced.

## 9. The model beside real interconnects

The conductivities, activation energy and test temperature above are rough typical values for copper interconnects. The 5 µm width belongs to a power line; signal lines are far narrower. For those, sideways flow is no longer a correction, (2) overestimates the rise, and \(c\) must be measured or computed for the actual layout. Even for the wide line, sideways flow is the largest of the three corrections combined in Section 8: alone it lowers the rise from 27.0 to 22.3 K and the exponent from 2.57 to about 2.3, or to about 2.2 if several micrometres of dielectric cover the line. Neighbouring powered lines, which are left out here, would add heat. In practice the line's own resistance can serve as its thermometer, provided its temperature coefficient has been calibrated at low current. It gives the mean over the length, which is slightly below the temperature in the middle if the ends are cooled.

Conditions of use differ greatly from those of the test. At an ambient of 105 °C and 0.3 MA/cm², the rise in this model is at most 0.27 K, since the resistivity is lower than at 300 °C. The corresponding excess exponent is at most about 0.04. At so low a current the inflation has almost vanished, and carrying the stress exponent down to it falsely lengthens the predicted life. It is the low current, not the cooler ambient, that removes the excess. At 105 °C, with the resistivity following the linear law of Section 7, the same line has a rise of 1.9 K and an excess of about 0.28 at 1 MA/cm², and 7.7 K and about 1.1 at 2 MA/cm². A line on a thicker dielectric stack reaches such values at lower current.

The activation energy needs the same care. If it is fitted against oven temperature at a fixed stress current, instead of against line temperature, it comes out too low. For the low-k line at 3.0 MA/cm², it is about 0.82 eV instead of 0.90 eV if the resistivity is held fixed, and about 0.86 eV with the resistance feedback of Section 7, because a hotter oven then also increases the heating. Extrapolation to a cooler ambient then shortens the predicted life, which can hide part of the error from the exponent. Both parameters should be fitted with the line temperature. The numerical output lists the main values used in these notes.

## Calculated quantities

```
Boltzmann constant: 8.6173e-05 eV/K
True exponent n: 1.0
Activation energy E: 0.90 eV
Ambient T0: 573.15 K
Stress current density: 3.0 MA/cm2
Copper resistivity: 3.6 microohm cm
Line width, thickness: 5.0, 0.5 um
Dielectric thickness: 0.5 um
Conductivity low-k, oxide: 0.3, 1.2 W/m/K
Heat source in line: 3.240e+13 W/m3
Low-k: rise D: 27.00 K
Low-k: heating constant c: 3.000 K/(MA/cm2)^2
Low-k: line temperature T: 600.15 K
Low-k: excess exponent: 1.566
Low-k: apparent exponent m: 2.566
Low-k: m by finite difference: 2.566
Low-k: m if T0 replaces T: 2.717
Oxide: rise D: 6.75 K
Oxide: line temperature T: 579.90 K
Oxide: apparent exponent m: 1.419
Peak excess E/(2 k T0), at D = T0: 9.11
Lower stress current: 2.0 MA/cm2
Rise at lower stress current: 12.00 K
Two-current exponent: 2.100
Extrapolation target current: 0.3 MA/cm2
Line temperature at target: 573.42 K
True life gain, stress to target: 22.5
Gain predicted with local m: 368
Gain predicted with two-current m: 126
Overestimate with local m: 16.4 times
Overestimate with two-current m: 5.6 times
Neglected effects, low-k line at stress current:
Resistance coefficient a: 0.0019 1/K
Rise with resistance feedback: 28.46 K
Exponent with feedback: 2.731
Shape factor, one-dimensional: 10.00
Shape factor with sideways flow: 12.09
Rise with sideways flow: 22.33 K
Silicon conductivity: 65 W/m/K
Wafer thickness: 700 um
Heat per line length: 81.0 W/m
Extra rise in silicon: 2.24 K
Refined rise, these three together: 25.77 K
Refined exponent: 2.574
Copper conductivity: 370 W/m/K
Temperature difference in copper: 0.0109 K
End-cooling length: 17.6 um
Line length: 1000 um
Exponent shift from factor T: -0.090
Threshold product: 3000 A/cm
Threshold current density: 0.030 MA/cm2
Exponent shift from threshold: 0.010
Use ambient: 378.15 K
Rise at 0.3 MA/cm2, upper bound: 0.27 K
Excess exponent in use: 0.039
```
